# Which parasitic voltages survive reversal in a bismuth telluride Hall bar

## Problem

A bar of p-type bismuth telluride has length $L=10$ mm along $x$, width $w=2$ mm along $y$ and thickness $t=0.5$ mm along $z$. It carries $I=10$ mA along $x$ in a field $B=1$ T along $z$, the trigonal axis, at $T=300$ K. The upper side contact is displaced by $d=0.1$ mm along $x$ from the lower one. The surroundings impose a temperature difference of 0.5 K along the bar and a steady heat flux through its long edges, which alone would make a difference of 0.05 K across it. Neither changes when $I$ or $B$ is reversed.

Rough typical values for the material are: hole density $p=2\times10^{19}$ cm$^{-3}$, drift mobility 350 cm$^2$/Vs, density-of-states mass 1 electron mass, lattice heat conductivity 1.5 W/(m K), heat capacity 1.2 J/(cm$^3$ K).

(a) Estimate each contribution to the side voltage and find its parity under reversal of $I$ and of $B$.
(b) Which contributions remain with the Hall voltage after averaging over both reversals?
(c) What does alternating current do to them, and what frequency is needed?

## Transport coefficients

The algebra is in atomic units, with $k_B$ kept and the magnetic force written $\mathbf v\times\mathbf B$; holes have charge $+1$. In the basal plane the response is isotropic, so a vector $(a_x,a_y)$ can be written as $a_x+ia_y$, and a tensor as a complex number whose imaginary part is its $yx$ element. The $xy$ element is minus that.

Let $\mathbf E$ be the electrochemical field, $\mu$ the chemical potential and $\tau$ the relaxation time. In a single band of mass $m$, the linearized Boltzmann equation for the deviation $\delta f$ is

$$\frac{\delta f}{\tau}+(\mathbf v\times\mathbf B)\cdot\frac{\partial\,\delta f}{\partial\mathbf p}=(-f')\,\mathbf v\cdot\mathbf F,\qquad \mathbf F=\mathbf E-\frac{\varepsilon-\mu}{T}\nabla T .$$

Try $\delta f=(-f')\,\mathbf v\cdot\mathbf A(\varepsilon)$. The magnetic force does not change the energy, so the derivative acts on $\mathbf v=\mathbf p/m$ alone and gives $(\mathbf v\times\mathbf B)\cdot\mathbf A/m=\mathbf v\cdot(\mathbf B\times\mathbf A)/m$. Since $\hat z\times\mathbf A$ is $iA$ in complex form,

$$A\left(\frac1\tau+\frac{iB}{m}\right)=F,\qquad A=\frac{\tau F}{1+iuB},\qquad u=\frac{\tau}{m}.$$

Summing charge and heat over the carriers, with density of states $g$ and $\langle v_x^2\rangle=2\varepsilon/3m$, gives

$$J=K_0E-\frac{K_1}{T}\nabla T,\qquad q=K_1E-\frac{K_2}{T}\nabla T,$$

$$K_n=\int d\varepsilon\,(-f')\,\frac{s(\varepsilon)(\varepsilon-\mu)^n}{1+iuB},\qquad s=\tfrac23 g\,\varepsilon\,u .$$

Solving the first equation for $E$, inserting it in the second and adding the lattice heat conductivity $\kappa_L$,

$$E=\rho J+S\nabla T,\qquad q=TSJ-\kappa\nabla T,$$

$$\rho=\frac1{K_0},\quad S=\frac{K_1}{TK_0},\quad \kappa=\kappa_L+\frac1T\left(K_2-\frac{K_1^2}{K_0}\right).$$

The same $S$ stands in both laws. This Onsager relation ties the Ettingshausen effect to the Nernst effect. Write $\rho=\rho_0+i\rho_{yx}$, $S=S_0+iS_{yx}$, $\kappa=\kappa_0+i\kappa_{yx}$. Reversing $B$ replaces every $K_n$ by its complex conjugate, so real parts are even in $B$ and imaginary parts are odd.

For acoustic-phonon scattering $u=u_0x^{-1/2}$, with $x=\varepsilon/k_BT$. Since $g\propto x^{1/2}$, $s\propto x$. Let $\eta=\mu/k_BT$ and $I_r=\int_0^\infty(-f')x^r\,dx$, with $f'$ here the derivative with respect to $x$. To first order in $B$, with a constant $c$,

$$K_0=c\,(I_1-iu_0B\,I_{1/2}),$$
$$K_1=c\,k_BT\left[(I_2-\eta I_1)-iu_0B\,(I_{3/2}-\eta I_{1/2})\right].$$

Define $\beta=u_0B\,I_{1/2}/I_1$, the tangent of the Hall angle. Then $1/K_0\simeq(1+i\beta)/(cI_1)$, and the imaginary part of $K_1/(TK_0)$ is

$$S_{yx}=k_B\beta\,\Delta,\qquad \Delta=\frac{I_2}{I_1}-\frac{I_{3/2}}{I_{1/2}} .$$

The terms in $\eta$ cancel. $\Delta$ is the difference between the mean energy weighted by the conductivity and that weighted by the Hall response, in units of $k_BT$. It vanishes if the mobility does not depend on energy, since both weights are then the same.

To fix $c$, integrate the density by parts: $p=\int g f\,d\varepsilon=\int\frac23g\varepsilon(-f')\,d\varepsilon$. Hence $c=pu_0/I_{3/2}$, and

$$\rho_{yx}=\frac{\beta}{cI_1}=\frac{B}{p}\,\frac{I_{1/2}I_{3/2}}{I_1^2}.$$

The density and mass give $\eta=0.052$, between the dilute and degenerate limits. Numerical integration gives a Hall factor $I_{1/2}I_{3/2}/I_1^2=1.133$ and $\Delta=0.475$. The full integrals at 1 T give

- $\rho_0=0.892$ and $\rho_{yx}=0.0353$ mΩ cm, so $\beta=0.0396$;
- $S_0=201$ and $S_{yx}=1.61$ μV/K;
- $\kappa_0=2.04$ and $\kappa_{yx}=-0.0199$ W/(m K).

Restoring the charge replaces $k_B$ by $k_B/e=86.2$ μV/K in $S$. The weak-field law then gives $S_{yx}\simeq86.2\times0.0396\times0.475=1.62$ μV/K, close to the full integral.

## (a) The voltages and their parities

Take the voltage as lower minus upper contact potential, with leads of zero Seebeck coefficient:

$$V=wE_y+dE_x .$$

Far from the ends no current crosses the bar, so $J_y=0$ and $J=I/wt$. Let $q_e$ be the heat flux imposed through the long edges. The $y$ component of the heat law is

$$q_e=TS_{yx}J-\kappa_{yx}\partial_xT-\kappa_0\partial_yT,$$

and therefore

$$\partial_yT=\frac{TS_{yx}J}{\kappa_0}-\frac{\kappa_{yx}}{\kappa_0}\partial_xT-\frac{q_e}{\kappa_0}.$$

The three terms are the Ettingshausen effect, the Righi-Leduc effect and the external transverse gradient $G_y=-q_e/\kappa_0$. Insert them in $E_y=\rho_{yx}J+S_{yx}\partial_xT+S_0\partial_yT$:

$$E_y=\rho_{yx}J+\frac{TS_0S_{yx}}{\kappa_0}J+S_{yx}\partial_xT-\frac{S_0\kappa_{yx}}{\kappa_0}\partial_xT+S_0G_y .$$

The contact offset adds mainly $d(\rho_0J+S_0\partial_xT)$. First let the ends be well heat-sunk, so that $\partial_xT$ is the external gradient $G_x=0.5\ \text{K}/10\ \text{mm}$ and does not depend on $I$. With $J=1$ A/cm$^2$, the Hall voltage is $0.2\ \text{cm}\times0.03534\ \text{m}\Omega\,\text{cm}\times1\ \text{A/cm}^2=7.07$ μV. The others follow in the same way:

| Voltage | Expression | μV | $I$ | $B$ |
|---|---|---:|---|---|
| Hall | $w\rho_{yx}J$ | 7.07 | odd | odd |
| Ettingshausen | $wTS_0S_{yx}J/\kappa_0$ | 0.95 | odd | odd |
| Misalignment | $d\rho_0J$ | 8.92 | odd | even |
| Thermoelectric | $S_0(wG_y+dG_x)$ | 11.1 | even | even |
| Nernst | $wS_{yx}G_x$ | 0.16 | even | odd |
| Righi-Leduc | $-wS_0\kappa_{yx}G_x/\kappa_0$ | 0.20 | even | odd |

These parities hold to first order in the current and in the external gradients.

## (b) What the averaging leaves

Write $V_{++}$ for the reading with both $I$ and $B$ positive, and so on, the first sign being that of $I$. The combination that keeps what is odd in both is

$$V_{oo}=\tfrac14\left(V_{++}-V_{+-}-V_{-+}+V_{--}\right).$$

A two-dimensional finite-element solution of the coupled charge and heat laws for the whole bar supplies a set of readings. The metal ends have uniform potential and a fixed temperature difference of 0.5 K. The four voltages are 28.36, 11.62, $-5.51$ and 9.82 μV, in the order of the formula, so

$$V_{oo}=\tfrac14(28.36-11.62+5.51+9.82)=8.02\ \mu\text{V}.$$

This is the sum of the Hall and Ettingshausen voltages, $7.07+0.95$ μV. The single raw readings differ from their Hall parts, $\pm7.07$ μV, by between 1.6 and 21 μV. The averaging removes the misalignment and the external thermal terms, but it cannot separate two voltages of the same parity.

The size of the remainder follows from

$$\frac{V_E}{V_H}=\frac{TS_0S_{yx}}{\kappa_0\rho_{yx}}=zT\,\frac{S_{yx}/S_0}{\rho_{yx}/\rho_0}\simeq zT\,\frac{k_B\Delta}{S_0},\qquad zT=\frac{S_0^2T}{\rho_0\kappa_0}.$$

Here $zT=0.67$ and the ratio is 13.5%. It does not depend on the current or on the bar's dimensions, nor on $B$ at weak field, so a larger signal does not help. For electrons in place of holes, $S$ becomes $-S^*$: $S_0$ and $\rho_{yx}$ change sign while $S_{yx}$ does not, and the ratio is unchanged.

Two limits show how it varies within this model. For a dilute gas $I_r\propto\Gamma(r+1)$, so $\Delta=2-\frac32=\frac12$ and $S_0=k_B(2-\eta)$. For a degenerate gas the Sommerfeld expansion is $I_r\simeq\eta^r[1+\pi^2r(r-1)/6\eta^2]$. It gives $\Delta\simeq\pi^2/6\eta$ and $S_0\simeq k_B\pi^2/3\eta$, hence $V_E/V_H\simeq zT/2$. A degenerate metal has a small ratio because its $zT$ is small.

**Poorly sunk ends.** The assumption that $\partial_xT$ does not depend on $I$ can fail badly in a thermoelectric material. Suppose there are no external gradients and the ends exchange no heat with the surroundings, the Peltier coefficient of the metal being neglected. To first order in the current, the steady heat flow through every cross-section is then zero, and none passes the edges. The electrical power, which is of second order, would slowly warm a bar with no heat loss at all, here by about 1 mK/s. Away from the ends $q=0$, which gives

$$\nabla T=\frac{TS}{\kappa}J,\qquad E=\left(\rho+\frac{TS^2}{\kappa}\right)J .$$

To first order in the $yx$ elements, the imaginary part of this effective resistivity is

$$\rho_{yx}+\frac{2TS_0S_{yx}}{\kappa_0}-\frac{TS_0^2\kappa_{yx}}{\kappa_0^2}.$$

The factor 2 has a physical origin. One half is the Ettingshausen voltage; the other is the Nernst voltage of the longitudinal gradient that the Peltier effect builds up. The Onsager relation makes them equal. The last term is the Righi-Leduc voltage of the same gradient. All are proportional to $I$ and odd in $B$, so they too survive the averaging.

In the example the Peltier temperature difference is $TS_0JL/\kappa_0=2.96$ K, about six times the assumed external one. The surviving voltage becomes $7.07+0.95+0.95+1.16=10.13$ μV, 43% above the Hall voltage. Thus the Nernst and Righi-Leduc voltages cancel on reversal only in so far as the longitudinal gradient stays the same when the current is reversed.

## (c) Alternating current

Let the current vary as $e^{i\omega t}$, and let $\vartheta(y)$ be the temperature oscillation across the bar, with insulated edges. With $C$ the heat capacity per volume, heat conservation and the edge condition are

$$i\omega C\vartheta=\kappa_0\vartheta'',\qquad \kappa_0\vartheta'(\pm w/2)=TS_{yx}J .$$

Corrections of second order in $B$ are dropped. The odd solution is $\vartheta=a\sinh ky$, with $k^2=i\omega/D$ and $D=\kappa_0/C=1.70$ mm$^2$/s. The edge condition gives $a=TS_{yx}J/(\kappa_0k\cosh(kw/2))$, so the temperature difference between the edges is

$$2a\sinh\frac{kw}{2}=\frac{TS_{yx}Jw}{\kappa_0}\,\frac{\tanh\zeta}{\zeta},\qquad \zeta=\frac{kw}2 .$$

At low frequency the factor $\tanh\zeta/\zeta$ tends to 1 and the full Ettingshausen voltage returns. At high frequency write $\zeta=(1+i)\alpha$, with $\alpha=(w/2)\sqrt{\omega/2D}$. Then $\tanh\zeta\to1$ and the factor tends to $(1-i)/2\alpha$. Its in-phase part, $1/2\alpha$, falls only as $\omega^{-1/2}$: the heat delivered at an edge still warms a thin layer there, and the contact sits on that layer.

If the in-phase remainder is to be a fraction $r$ of the Hall voltage, then $2\alpha=R$ with $R=V_E/(rV_H)$. Squaring $2\alpha=w\sqrt{\omega/2D}$ gives

$$f=\frac{\omega}{2\pi}=\frac{D}{\pi w^2}R^2 .$$

For $r=1\%$, $R=13.5$ and $f=25$ Hz. For $r=0.1\%$ the frequency is a hundred times higher, 2.5 kHz.

The Peltier gradient behaves differently. With isolated ends, the same equation along $x$ has the solution $\vartheta=b\sinh kx$ with $\kappa_0bk\cosh(kL/2)=TS_0J$. The gradient at mid-bar is

$$bk=\frac{TS_0J}{\kappa_0}\,\frac1{\cosh(kL/2)} .$$

At high frequency it falls exponentially in $\sqrt\omega$, because the heat starts at the distant ends; at 1 Hz the factor has magnitude 0.002. The Righi-Leduc voltage follows this factor well beyond small $|k|w$, because $y\cosh kx$ also solves the heat equation; end effects change it by only about 7% at 1 Hz, where $|k|w=3.8$. The Nernst voltage follows it only while $|k|w$ is small. Its field varies along the bar and drives circulating currents, which add a factor $\tan\zeta/\zeta$, and above about 1 Hz it falls much more slowly than the gradient, though it is then below 0.1% of its steady value.

The cases compare as follows. The apparent density is what one obtains by treating the whole surviving in-phase voltage as Hall voltage, with the Hall factor known.

| Case | Excess over Hall | Apparent density, $10^{19}$ cm$^{-3}$ |
|---|---:|---:|
| Steady, sunk ends | 13.5% | 1.76 |
| Steady, isolated ends | 43% | 1.39 |
| 17 Hz, sunk ends | 1.2% | 1.98 |
| 2.5 kHz, sunk ends | 0.1% | 2.00 |

Alternating current is therefore one cure, and not the only possible one. Repeated reversal of a direct current works on the same principle if it is fast compared with the slowest odd thermal mode across the bar, $\sin(\pi y/w)$, whose relaxation time is $w^2/\pi^2D=0.24$ s. The corresponding time along an isolated bar is 6 s. With sunk ends and fast reversal, the Ettingshausen voltage averaged over each half-cycle falls only as the square root of the reversal rate: reversing every 24 ms still leaves about 1% of the Hall voltage. A single reversal can also serve, if the steady reading just before it and a reading just after it are subtracted: the old temperature difference is still present in both and cancels. The second reading must come long before the relaxation time has passed: the remainder grows as the square root of the delay, and is 3% of the Hall voltage after 24 ms and 1% after 2.5 ms. By itself that reading still contains the thermal voltage. Alternatively, long edges held at one uniform temperature remove the Ettingshausen and Righi-Leduc voltages and, in a bar as long as this one, nearly all of the Peltier gradient at mid-bar. If the two edges are only kept equal to each other at each $x$, a gradient along the bar can remain; the ends must then be sunk as well, to remove the Peltier-driven Nernst voltage.

## How far the numbers can be trusted

Bismuth telluride has a narrow gap and several anisotropic valleys, whereas the model has one isotropic band. Adding a conduction band of the same mass and the same $u_0$ across a rough gap of 0.15 eV, and repeating the integrals at the same chemical potential, lowers $S_{yx}$ from 1.61 to 1.32 μV/K and $V_E/V_H$ from 13.5% to 10.5%. The result is sensitive to the electron mobility and to the gap. If the electron drift mobility is one, two or three times that of the holes, the ratio is 10.8%, 6.7% or 1.3%; with a gap of 0.13 eV the same cases give 8.5%, 1.2% and $-8$%. It also depends on the scattering law. In the one-band model it vanishes for a mobility independent of energy and changes sign for one that rises with energy. The 13.5% therefore illustrates one band with acoustic-phonon scattering; it is not a prediction for a real sample, whose Nernst coefficient should be measured.

For three equivalent valleys turned by 120°, with in-plane masses $m_1$ and $m_2$, the averaged conductivity is proportional to $(1/m_1+1/m_2)/2$ and its Hall part to $1/m_1m_2$. Dividing the second by the square of the first multiplies $\rho_{yx}$ by $4m_1m_2/(m_1+m_2)^2$, or 0.89 for an illustrative mass ratio of 2. The real hole valleys are considerably more anisotropic than that; a ratio of 7 would give 0.44, an error in the apparent density larger than the thermal ones if it is ignored. At fixed conductivity, and if the ratio does not depend on energy, $S_{yx}$ carries the same factor and $V_E/V_H$ is unchanged.

Heat loss to air, taken as 10 W/(m$^2$ K) from both broad faces, replaces $k^2$ by $2h/\kappa_0t$ in the steady problem, $h$ being that loss coefficient. It lowers the Ettingshausen voltage by 0.6% and the Peltier gradient at mid-bar by 20%; the same loss from the narrow edges as well raises these figures to about 1.1% and 24%. A bar on a thermally conducting substrate can lose far more, and the estimates for free edges then fail. With sunk ends, leads with a Seebeck coefficient of 2 μV/K would change the voltages proportional to $S_0$ by 1%. Joule heating with sunk ends raises the middle by $\rho_0J^2L^2/8\kappa_0=5.5$ mK; it is even in $I$, so its direct thermoelectric voltage cancels.

High frequency has its own cost. A mutual inductance of 1 nH between the current and voltage circuits induces $2\pi f\times1\ \text{nH}\times I=0.16$ μV at 2.5 kHz. This is in quadrature with the current, but a phase error of 0.04 rad would bring about 0.1% of the Hall voltage into the in-phase reading. At that frequency the heated edge layer, $\sqrt{2D/\omega}$, is only 15 μm thick. A contact wire of comparable or greater size would disturb it, so the 0.1% figure is an estimate for ideal point contacts.

Numbers in the example were calculated in double precision.
